Berry curvature of heavy- and light-hole doublets in the spherical Luttinger model

Q: Heavy holes and light holes are each doubly degenerate at every wavevector k. I know Berry curvature for a single nondegenerate band. What should it mean here, and for which Hamiltonian?

A: Take angular momentum J = 3/2, with matrices J in units of ħ, and count hole energy as positive. The spherical Luttinger Hamiltonian is

H(k) = (ħ²/2m)[(γ1 + 5γ/2)k² − 2γ(k·J)²],

where m is the free-electron mass. Let n = k/k. The helicity n·J commutes with H and has eigenvalues λ = ±3/2, ±1/2. Since (k·J)² = k²λ²,

λ = ±3/2: E_H = (ħ²k²/2m)(γ1 − 2γ)
λ = ±1/2: E_L = (ħ²k²/2m)(γ1 + 2γ).

The doublets are separated by 4γħ²k²/2m. I assume k ≠ 0 and γ > 0, with both energies positive. If γ = 0, all four states are degenerate and there is no separate doublet to follow.

Put two orthonormal states of one doublet into the columns of a 4×2 matrix u(k). Then u†u = 1, and P = uu† projects on the doublet. The connection is a 2×2 matrix,

A_i = i u†∂_i u, with ∂_i = ∂/∂k_i.

The columns may be remixed at each k by a unitary matrix U(k), so a physical curvature may change only by U†(…)U. I define

F_ij = ∂_iA_j − ∂_jA_i − i[A_i, A_j].

Q: The commutator looks inserted by hand. Why not keep the curl, as for one band?

A: Work out both parts. Second derivatives of u cancel in the curl:

∂_iA_j − ∂_jA_i = i(∂_iu†∂_ju − ∂_ju†∂_iu).

For the commutator, −i·i² = i, so

−i[A_i, A_j] = i(u†∂_iu u†∂_ju − u†∂_ju u†∂_iu).

Differentiating u†u = 1 gives u†∂_iu = −(∂_iu†)u. Hence

−i[A_i, A_j] = −i(∂_iu†P∂_ju − ∂_ju†P∂_iu).

With Q̂ = 1 − P, the sum is

F_ij = i(∂_iu†Q̂∂_ju − ∂_ju†Q̂∂_iu).

Now replace u by uU. Because Q̂u = 0, the derivative of U drops out: Q̂∂_j(uU) = (Q̂∂_ju)U. Therefore F_ij becomes U†F_ijU. The curl alone lacks this property in general. The commutator removes the part of the motion that stays inside the doublet.

Q: Then choose a frame and calculate. I want to see where each sign comes from.

A: Let θ and φ be the polar angles of k. Rotate states quantized along z:

R = exp(−iφJz) exp(−iθJy), u = R|λ⟩.

The first derivative is immediate: R†∂_θR = −iJy. The second is

R†∂_φR = −i exp(iθJy) Jz exp(−iθJy) = −i(Jz cosθ − Jx sinθ).

To verify the last step, call the rotated matrix f(θ). It obeys f(0) = Jz and f′ = i[Jy, f]. From [Jy, Jz] = iJx and [Jy, Jx] = −iJz,

i[Jy, Jz cosθ − Jx sinθ] = −Jx cosθ − Jz sinθ,

which is the derivative of Jz cosθ − Jx sinθ. Projecting on the chosen pair of λ values, with P now the projector on these fixed states,

A_θ = P Jy P, A_φ = P(Jz cosθ − Jx sinθ)P, A_k = 0.

Nothing depends on the length k, so F_kθ = F_kφ = 0. The curvature vector Ω_i = ½ε_ijl F_jl is thus radial. An angular patch has area k² sinθ dθdφ, so

Ω = n F_θφ/(k² sinθ).

Q: Start with the heavy holes. Does the commutator matter there?

A: Not in the helicity frame. Jx and Jy change λ by one, while the two heavy states differ by three. So PJxP = PJyP = 0, leaving

A_θ = 0, A_φ = λ cosθ, F_θφ = −λ sinθ.

As an operator on the heavy doublet,

Ω_H = −(n·J)P_H n/k².

Its radial eigenvalues are −3/(2k²) for λ = +3/2 and +3/(2k²) for λ = −3/2.

Q: By the same reasoning the light holes, with λ = ±1/2, should give 1/(2k²).

A: That reasoning fails because the two light states differ by one unit of helicity. From

J₊|λ⟩ = √[(3/2 − λ)(5/2 + λ)] |λ+1⟩,

the element from −1/2 to +1/2 is √(2·2) = 2. With Jx = (J₊ + J₋)/2 and Jy = (J₊ − J₋)/(2i), the projected matrices are

PJxP = σx, PJyP = σy, PJzP = ½σz,

where the σ are Pauli matrices. Hence

A_θ = σy, A_φ = ½σz cosθ − σx sinθ.

The connection does not depend on φ, so the curl is

∂_θA_φ − ∂_φA_θ = −½σz sinθ − σx cosθ.

For the commutator use [σy, σz] = 2iσx and [σy, σx] = −2iσz:

−i[A_θ, A_φ] = −i(iσx cosθ + 2iσz sinθ) = σx cosθ + 2σz sinθ.

The σx terms cancel, and −½ + 2 = 3/2:

F_θφ = (3/2)σz sinθ.

Since ½σz represents the helicity,

Ω_L = +3(n·J)P_L n/k².

The eigenvalues are again ±3/(2k²), but the positive one now belongs to positive helicity. A numerical differentiation of the frame at θ = 1.10 rad gives, for λ = +1/2 and in units of 1/k², −0.500 from the curl and 2.000 from the commutator. The off-diagonal parts are −0.509 and +0.509, and cancel.

Q: Two different calculations end on the same magnitude. Is that a coincidence?

A: The form with Q̂ shows the reason. Insert the derivatives of u. The Jz term cannot leave the doublet, so Q̂ removes it:

F_θφ = i sinθ P(JxQ̂Jy − JyQ̂Jx)P.

Here Q̂ projects on the other doublet in the fixed basis. Writing Jx and Jy through J₊ and J₋, the terms with two raising or two lowering operators cancel:

JxQ̂Jy − JyQ̂Jx = (i/2)(J₊Q̂J₋ − J₋Q̂J₊),

F_θφ = −½ sinθ P(J₊Q̂J₋ − J₋Q̂J₊)P.

For λ = 3/2, the state can only be lowered into the light doublet and brought back. The weight is |⟨3/2|J₊|1/2⟩|² = 1·3 = 3, giving −3/2. For λ = 1/2, lowering stays within the light doublet and is excluded by Q̂. Raising reaches the heavy state with the same weight 3 and the opposite sign, giving +3/2. One heavy-light matrix element therefore fixes both magnitudes.

The curvature contains neither γ1 nor γ, because these set energies while the states depend on direction alone. Both curvature matrices have zero trace. An equal, incoherent population of the two helicities has no net anomalous velocity from Ω.

Q: So the light-hole result requires the commutator, whatever basis I use?

A: No, that statement needs a condition. It holds in the helicity frame. Remix the light states with U = exp(iθσy). The connection changes as A_i → U†A_iU + iU†∂_iU, so

A′_θ = σy + i(iσy) = 0.

The commutator now vanishes. But A′_φ = U†A_φU, and its derivative is

∂_θA′_φ = U†(∂_θA_φ − i[σy, A_φ])U = U†(3/2)σzU sinθ.

The former commutator has moved into the curl. What cannot be done is to discard the commutator while keeping the helicity frame. The sum has frame-independent eigenvalues; its division into two parts does not.

Q: Then give me something observable in principle that distinguishes 3/2 from 1/2 without mentioning a frame.

A: Carry a state slowly round a closed circle at fixed θ. Parallel transport means u†d(uc) = 0 for the amplitudes c, so dc = iA_φc dφ. Since A_φ is constant on the circle, one turn gives exp(2πiA_φ). The frame itself returns with a factor exp(−2πiJz) = −1, because λ is half-integer. The physical transport matrix is

W = −exp(2πiA_φ).

For heavy holes A_φ = (3/2)σz cosθ, hence

tr W_H = −2cos(3π cosθ).

For light holes the two terms in A_φ anticommute, so A_φ² = ¼cos²θ + sin²θ and

tr W_L = −2cos[2π√(¼cos²θ + sin²θ)].

For small θ the root is √(¼ + ¾sin²θ) ≈ ½ + ¾θ². The initial minus sign cancels the phase π. The remaining phases are ±(3/2)πθ², which is ±3/2 times the small solid angle πθ². Had the off-diagonal connection been dropped, the trace would be −2cos(π cosθ), corresponding to 1/2 times the solid angle.

At θ = 50°, transport built from overlaps of numerically diagonalized states gives tr W_L = −0.972, in agreement with the formula. Dropping the off-diagonal connection gives +0.867. The heavy-hole trace is −1.950.

Q: A geometric phase is one thing. Why should this matrix move a wave packet sideways?

A: Let a uniform force change k slowly, and write the state as uc + wd, where w holds the other doublet. Let E_P and E_Q be the energies of the occupied and the other doublet. To first order in the rate k̇, d follows the phase of c, and the Schrödinger equation projected on w gives

E_P d + iħk̇_j w†∂_ju c = E_Q d,

d = −iħk̇_j w†∂_ju c/(E_P − E_Q).

Repeated indices are summed. The velocity operator is ∂_iH/ħ. Within the doublet it gives ∂_iE_P/ħ. Between doublets, differentiate Hw = E_Qw and multiply by u†:

u†(∂_iH)w = (E_Q − E_P)u†∂_iw = (E_P − E_Q)(∂_iu†)w.

The last step uses u†w = 0. The energy denominator cancels. Adding the Hermitian conjugate gives

v_i = ∂_iE_P/ħ − ik̇_j c†(∂_iu†Q̂∂_ju − ∂_ju†Q̂∂_iu)c = ∂_iE_P/ħ − k̇_j⟨F_ij⟩.

Since F_ij = ε_ijlΩ_l,

v = ∂E_P/ħ∂k − k̇×⟨Ω⟩.

The sideways motion comes from the small admixture of the other doublet. The average is over the actual state inside its own doublet.

Q: That average worries me. If helicity changes, you cannot insert λ = 1/2 once and for all.

A: Correct for light holes. Along a meridian through an angle α, dc/dθ = iσyc. An initial state λ = +1/2 rotates so that

⟨n·J⟩ = ½cos2α.

Heavy holes have A_θ = 0 and keep their helicity under this transport.

The full four-component Schrödinger equation tests this. In Hartree atomic units, take γ1 = 7 and γ = 2.6, and move k from (−0.2, 0, 1) to (0, 0, 1) while the force along x is switched on smoothly to 0.01 over a time of 40. Here tanα = 0.2, so ½cos2α = ½(1 − 0.04)/(1 + 0.04) = 0.462. The predicted transverse velocity divided by force is 3·0.4615 = 1.385; the simulation gives 1.384. For a heavy hole starting at λ = +3/2, the prediction is −1.500 and the simulation gives −1.499. Both sign and magnitude are reproduced.

Q: Put this into laboratory units. Is the effect noticeable at a modest field?

A: Choose round parameters in the rough regime of p-type gallium arsenide at 77 K: γ1 = 7, γ2 = 2, γ3 = 3, split-off energy 0.34 eV, mobility 5000 cm²/Vs, hole density 10¹⁶ cm⁻³ and field 100 V/cm. A cubic crystal has two anisotropy parameters. Of the five independent quadratic terms in its traceless Hamiltonian, two carry γ2 and three carry γ3, with equal weights in the directional average. The least-squares spherical value is

γ = (2γ2 + 3γ3)/5 = (4 + 9)/5 = 2.6.

Take both kinds of hole at 10 meV, close to 3kT/2 = 9.95 meV. With ħ²/2m = 38.10 meV nm²,

k_H = √[10/(38.10·1.8)] = 0.382 nm⁻¹
k_L = √[10/(38.10·12.2)] = 0.147 nm⁻¹.

The curvatures 1.5/k² are 10.3 nm² and 69.7 nm². At equal energy the light-hole value is larger by 12.2/1.8 = 6.8, because its k is smaller. At equal k the magnitudes agree.

The force is 0.01 meV/nm. With ħ = 0.658 meV ps, k̇ = 0.0152 nm⁻¹/ps. For a field perpendicular to k and a state of definite helicity,

heavy: 0.0152·10.3 = 0.156 nm/ps = 156 m/s
light: 0.0152·69.7 = 1.06 nm/ps = 1060 m/s.

The group velocities are 8.0×10⁴ and 2.1×10⁵ m/s, so the sideways parts are 0.2% and 0.5% of them. I use magnitudes here, which avoids the sign convention for a missing electron.

Q: The curvature diverges as k goes to zero. Surely the velocity does not.

A: The first-order formula fails before that. The heavy-light connection has size √3/(2k), so the field mixing divided by the gap is

(eE√3/2k)/(4γħ²k²/2m), proportional to E/k³.

It is 0.0004 for the heavy hole and 0.007 for the light hole. Extrapolating the light-hole value to one gives k ≈ 0.147·0.0069^(1/3) = 0.028 nm⁻¹.

Collisions intervene slightly earlier. The assumed mobility and the heavy mass 0.556m give a collision time of 1.58 ps, or a broadening ħ/τ of 0.417 meV. I use the same time for light holes, which is an assumption. Broadening divided by gap is 0.7% for heavy and 4.9% for light holes. At fixed broadening it scales as 1/k² and reaches one near 0.147√0.049 = 0.032 nm⁻¹. Below this region two separate doublets are no longer a good description.

At 10 meV, the field changes k between collisions by 6% for heavy and 16% for light holes, relative to their own k. The corresponding energy scales, force times group velocity times τ, are 1.3 and 3.3 meV. The light-hole estimate is therefore rougher. The band-edge occupation is about 0.007, so Pauli blocking is small.

Q: Real gallium arsenide is neither spherical nor inversion-symmetric. How much of 3/(2k²) survives?

A: Cubic warping is the largest correction found here to the curvature matrix of a whole doublet. Once a doublet splits, each split band taken alone has a different single-band curvature, which these numbers do not describe. Near k along [100], the gap is set by γ2, while a small sideways change of k couples the doublets through γ3. Each factor Q̂∂_ju is multiplied by γ3/γ2, and F contains two such factors. Thus

k²|Ω| = (3/2)(γ3/γ2)² = 1.5·2.25 = 3.375.

Diagonalization gives the same value, and also 1.16 along [110] and 0.94 along [111], for both doublets. At fixed k, these three directions multiply the spherical curvature by 2.25, 0.77 and 0.63. The spherical numbers are order-of-magnitude estimates for such a crystal.

The split-off band matters little at 10 meV. In a spherical six-band calculation, the radial part of k²|Ω| stays 1.500 for heavy holes and becomes 1.498 for light holes, whose energy at the same k falls to 9.89 meV. With warping included, the split-off band shifts the heavy-hole values at k = 0.382 nm⁻¹ by about 2%, from 1.16 to 1.14 along [110] and from 0.94 to 0.96 along [111], while the light-hole values at k = 0.147 nm⁻¹ move by less than 0.5%.

Missing inversion symmetry is more serious for the assumption of degenerate doublets. With a rough cubic coefficient of 0.08 eV nm³ and warping included, the splittings along [110], at the k values found above, are 0.57 meV for heavy and 0.28 meV for light holes. With warping, a 10 meV heavy hole along [110] has a larger k, 0.428 nm⁻¹, and its splitting is 0.80 meV. Terms linear in k are left out, although they need not be small for heavy holes: a coefficient of 0.34 meV nm would by itself split them by 0.35 meV. Dividing 0.57 and 0.28 meV by ħ/τ gives precession angles of 1.4 and 0.7 rad in one collision time. Along [110], helicity is therefore not conserved between collisions. This direction is close to the worst case: the cubic term vanishes along [100] and [111], where the doublets stay degenerate in this model, and averaged over directions at the same k about 80% of the heavy and 90% of the light helicity survive one collision time. In this model without a field, a packet prepared as nearly as possible in a helicity state along [110] goes in one collision time from a mean helicity of 1.49 to 0.30 for heavy holes, and from 0.49 to 0.38 for light holes. The starting values are not exactly 3/2 and 1/2 because warping mixes the helicities.

The force competes with that splitting too. In the helicity frame of the spherical model, for k in the plane θ = 90°, which contains [110], the light-doublet connection along a field perpendicular to k has eigenvalues ±1/k. The field term alone would therefore separate two states by 2·0.01/0.147 = 0.14 meV, about half of 0.28 meV. How much the field matters depends on its direction. For k initially along [110], the mean light-hole helicity after one collision time is 0.38 without a field. With the field along [001] it is 0.47 or 0.25, depending on the sign of the field; with the field along [1 −1 0] it is 0.36. Degenerate transport alone therefore does not describe the motion within the doublet. The missing inversion symmetry also gives a packet of nearly definite helicity a sideways velocity without any field. For a packet along [110] built only from the two split states of its doublet, with the coefficients above, it starts at about 1900 m/s for light and 4600 m/s for heavy holes, more than the field-induced part. These starting values depend on the preparation: states taken from the doublet without the inversion-breaking term give about 640 and 13,200 m/s. Reversing the field at fixed k and helicity reverses only the anomalous part. The 1060 m/s thus belongs to the spherical, inversion-symmetric model and a packet of definite helicity. It is neither the total sideways velocity in gallium arsenide nor a steady drift velocity.

Table of computed values

```
frame test: theta = 1.10 rad, curvature in units 1/k^2
heavy, upper helicity: curl -1.5000, commutator 0.0000
light, upper helicity: curl -0.5000, commutator 2.0000, sum 1.5000
light, off-diagonal: curl -0.5090, commutator 0.5090
light, transported frame: curl eigenvalues -1.5000, 1.5000; largest commutator 0.0000
loop at 50 deg, holonomy trace: heavy -1.9496, light -0.9716
light trace if off-diagonal connection dropped: 0.8674
driven heavy (atomic units, k=1): transverse velocity/force -1.4989, predicted -1.5000, final helicity 1.5000
driven light (atomic units, k=1): transverse velocity/force 1.3836, predicted 1.3846, final helicity 0.4615
inputs: g1 7.0, g2 2.0, g3 3.0; fitted g 2.60
hole energy 10.0 meV; temperature 77 K; 3kT/2 = 9.95 meV
field 100 V/cm; mobility 5000 cm^2/Vs; density 1.0e+16 cm^-3
split-off energy 0.34 eV; asymmetry coefficient 0.08 eV nm^3
hbar^2/(2m) = 38.100 meV nm^2
masses (free-electron masses): heavy 0.5556, light 0.0820
collision time 1.579 ps; broadening 0.417 meV
heavy: wavevector (1/nm) = 0.3819
heavy: curvature (nm^2) = 10.29
heavy: group velocity (m/s) = 7.957e+04
heavy: anomalous velocity (m/s) = 156.3
heavy: anomalous / group velocity = 0.001964
heavy: heavy-light gap at this k (meV) = 57.78
heavy: interband connection (nm) = 2.268
heavy: field mixing / gap = 0.0003925
heavy: collision broadening / gap = 0.007213
heavy: k gained between collisions / k = 0.06284
heavy: energy gained between collisions (meV) = 1.257
heavy: asymmetry splitting along [110] (meV) = 0.5685
heavy: six-band k^2*curvature, radial = 1.5
heavy: six-band energy (meV) = 10
light: wavevector (1/nm) = 0.1467
light: curvature (nm^2) = 69.72
light: group velocity (m/s) = 2.072e+05
light: anomalous velocity (m/s) = 1059
light: anomalous / group velocity = 0.005113
light: heavy-light gap at this k (meV) = 8.525
light: interband connection (nm) = 5.904
light: field mixing / gap = 0.006926
light: collision broadening / gap = 0.04889
light: k gained between collisions / k = 0.1636
light: energy gained between collisions (meV) = 3.272
light: asymmetry splitting along [110] (meV) = 0.2849
light: six-band k^2*curvature, radial = 1.498
light: six-band energy (meV) = 9.892
cubic model [100]: k^2*curvature heavy 3.3750, light 3.3750
cubic model [110]: k^2*curvature heavy 1.1613, light 1.1613
cubic model [111]: k^2*curvature heavy 0.9444, light 0.9444
thermal density of states 1.428e+18 cm^-3; band-edge occupation 0.0070
```
